# Why adding vacuum does not converge a charged slab

**The argument under review**

The author wants the energy needed to remove one electron from each lateral cell of a slab. The slab sits in a three-dimensional periodic cell of height $L$, and the charged cell is neutralized by a uniform background. The reasoning runs as follows: "Periodic images are an artifact. Their interaction weakens with distance. The total energy must therefore settle as vacuum is added, for the charged slab as for the neutral one."

In a model slab described below, the removal energy is 0.294 hartree at $L=40$ bohr and 0.347 hartree at $L=80$ bohr. The author concludes that 80 bohr is not yet enough. Before a larger cell is recommended, one question needs an answer: how does the energy of a charged slab depend on $L$?

The weak premise is that the interaction weakens with distance. That holds for two point charges, but the images here are infinite charged planes, and the field of a uniformly charged plane does not fall off. The electrostatics must be worked out for planes.

**Conventions**

I use Hartree atomic units. The lateral cell has fixed area $A$, the slab carries charge $q$ per cell, and $\sigma=q/A$. The slab's own charge density, averaged over the lateral cell, is $\rho(z)$, with

$$\int\rho\,dz=\sigma,\qquad p=\int z\rho\,dz,\qquad Q_2=\int z^2\rho\,dz .$$

The background has density $-\sigma/L$ everywhere. The potential $\phi$ is periodic, with zero average over the cell. Since slab plus background is neutral, adding a constant to $\phi$ would not change the total energy. The slab's thickness is fixed, so each added bohr of vacuum is an added bohr of $L$.

**A thin sheet**

Let a sheet of unit charge per area lie at $z=0$, and call its periodic potential $g(z)$. With the background included,

$$g''(z)=-4\pi\left[\delta(z)-\frac1L\right]\quad\text{within one period.}$$

The field $-g'$ jumps by $4\pi$ across the sheet. By reflection symmetry it is odd, so it equals $2\pi$ just above the sheet. Between the sheets $g''=4\pi/L$, and hence

$$-g'(z)=2\pi\left(1-\frac{2z}{L}\right),\qquad 0<z<L .$$

Integration gives $g=c-2\pi z+2\pi z^2/L$. The average over $0<z<L$ is $c-\pi L+2\pi L/3$, which must vanish, so $c=\pi L/3$. Since $g$ is even,

$$g(z)=\frac{\pi L}{3}-2\pi|z|+\frac{2\pi z^2}{L},\qquad |z|\le L. \tag{1}$$

For a sheet of charge $\sigma$, $\phi=\sigma g$. The background contributes nothing to $\frac12\int\rho_{\rm tot}\phi\,dz$, because it is uniform and $\phi$ averages to zero. The energy per area is therefore

$$\frac12\sigma\phi(0)=\frac12\sigma^2g(0)=\frac{\pi\sigma^2L}{6}. \tag{2}$$

The field energy gives the same result:

$$\frac1{8\pi}\int_0^L(2\pi\sigma)^2\left(1-\frac{2z}{L}\right)^2dz
=\frac{\pi\sigma^2}{2}\cdot\frac L3 .$$

This form shows the cause. The field at the sheet is $2\pi\sigma$ whatever the value of $L$, and it falls to zero only at mid-vacuum. A taller cell stretches the same field profile over a greater length. The energy grows in proportion, and it is positive for either sign of $\sigma$.

The background did not create this growth. An isolated charged plane has the field $2\pi\sigma$ at all distances, and so an energy $\pi\sigma^2/2$ per area and per unit length. In a window of height $L$ that is $\pi\sigma^2L/2$, three times the value in (2). The isolated infinite charged plane has no finite field energy to which the periodic calculation could converge.

**A slab of finite thickness**

Could the internal structure of a real slab cancel the growth? Take a rigid density whose extent is less than $L$, so that (1) applies to every pair of its points. The energy per area is $\frac12\iint\rho(z)\rho(z')g(z-z')\,dz\,dz'$. Two of the integrals needed are

$$\iint\rho\rho'\,dz\,dz'=\sigma^2,$$

$$\iint\rho\rho'(z^2-2zz'+z'^2)\,dz\,dz'=2\sigma Q_2-2p^2 .$$

Inserting the three terms of $g$ and multiplying by $A$ gives the electrostatic energy per cell,

$$E_{\rm es}(L)=\frac{\pi q^2L}{6A}-\pi A\iint\rho\rho'|z-z'|\,dz\,dz'+\frac{2\pi A}{L}\left(\sigma Q_2-p^2\right). \tag{3}$$

The middle term does not contain $L$. It is the energy obtained with the open kernel $-2\pi|z|$, without images or background. The last term does not depend on the choice of origin: a shift by $a$ changes $p$ to $p+a\sigma$ and $Q_2$ to $Q_2+2ap+a^2\sigma$, and the additions cancel in $\sigma Q_2-p^2$.

Equation (3) also shows where the author's expectation is right. For $\sigma=0$ the linear term is absent. A rigid neutral slab with a dipole has the error $-2\pi Ap^2/L$, which vanishes as vacuum is added. Without a dipole, the planar error is zero once the charge fits in the cell. For $\sigma\ne0$, the linear term depends on the total charge alone, and no arrangement of that charge removes it.

**Atoms instead of smooth planes**

A real slab also has density components that vary laterally, with in-plane wavevectors $\mathbf K\neq0$. For such a component Poisson's equation reads $f''-K^2f=-4\pi\delta(z)$, and its decaying solution is $f=(2\pi/K)e^{-K|z|}$. The images at $nL$, $n\ne0$, add, for $|z|<L$,

$$\frac{2\pi}{K}\sum_{n\ge1}e^{-nKL}\left(e^{Kz}+e^{-Kz}\right)=\frac{2\pi}{K}\,\frac{2\cosh Kz}{e^{KL}-1}. \tag{4}$$

This part does weaken with distance, and exponentially so. It cannot cancel a term that grows with $L$.

A square lattice of unit point charges, with lateral edge $a=1$ bohr, is a severe case. Its planar average is a thin sheet, so $p=Q_2=0$ with the origin in the sheet. Its energy should be $\pi L/6$, plus a constant for the single plane, plus the exponentially small image part. The constant, evaluated separately from a lattice sum, is $-1.95013$ hartree. For $L=3$ bohr this gives $1.57080-1.95013=-0.37933$ hartree, against $-0.37934$ hartree from a full three-dimensional Ewald sum. At $L=1$ bohr the first two terms give $-1.42653$ hartree and the Ewald sum $-1.41865$ hartree; the difference is the image part from (4).

**Electrons that respond**

The density of a real slab adjusts when $L$ changes. Consider a mean-field slab that is symmetric ($p=0$) and laterally uniform. For a trial state with density $\rho$, the energy is

$$E_L[\rho]=\frac{\pi q^2L}{6A}+E_{\rm open}[\rho]+\frac{2\pi q}{L}Q_2[\rho], \tag{5}$$

where $A\sigma=q$ was used and $E_{\rm open}$ contains the kinetic energy, any short-range potential and the open-kernel electrostatics. The first term is the same for every trial state of charge $q$, so relaxation cannot reduce it.

Suppose that $E_{\rm open}$ has a minimum $E_{\rm cut}$, at density $\rho_0$, and that the state changes smoothly with $1/L$. The last term of (5) is then a small perturbation. To first order it is evaluated at $\rho_0$, and the response enters at second order:

$$E(L)=\frac{\pi q^2L}{6A}+E_{\rm cut}+\frac{2\pi q\,Q_2[\rho_0]}{L}+O(L^{-2}). \tag{6}$$

The remainder cannot be positive, because $\rho_0$ is itself an allowed trial density and already gives the first three terms.

**The author's removal energy, examined**

The model slab has $A=400$ bohr$^2$. Each cell holds 8 positive ion charges, spread in a Gaussian layer of standard deviation 1 bohr. The electrons also feel a fixed well $-0.5\,e^{-(z/2)^2}$ hartree, with $z$ in bohr. They occupy one spin-degenerate subband and are treated self-consistently in the Hartree approximation, without exchange or correlation.

For $n$ electrons per area, the in-plane Fermi wavevector follows from $n=k_F^2/(2\pi)$. The in-plane kinetic energy per area is

$$\int_0^{k_F}\frac{2\cdot2\pi k\,dk}{(2\pi)^2}\,\frac{k^2}{2}=\frac{k_F^4}{8\pi}=\frac{\pi n^2}{2},$$

and the filling height is $k_F^2/2=\pi n$. In the neutral slab $n=8/400=0.02$ bohr$^{-2}$, so this height is 0.063 hartree. The next subband lies about 0.29 hartree above the first and stays empty. Unless stated otherwise, the orbitals are confined to $|z|<10$ bohr.

For $q=+1$ the predicted slope is

$$\frac{\pi}{6\times400}=0.001309\ \text{hartree/bohr}=0.0673\ \text{eV/Å}.$$

The self-consistent energies, in hartree, are:

| $L$ (bohr) | $E(L)$ | $E(L)-\pi q^2L/(6A)$ | $E(L)-E_{\rm neutral}$ |
|---|---|---|---|
| 40 | −1.82375 | −1.87611 | 0.2940 |
| 80 | −1.77087 | −1.87559 | 0.3469 |
| 160 | −1.66589 | −1.87533 | 0.4519 |
| 320 | −1.45632 | −1.87520 | 0.6615 |

Successive doublings of $L$ raise the energy by 0.053, 0.105 and 0.210 hartree. In a converging series these steps would shrink; here they double. The neutral energy, $-2.11778$ hartree, is the same at 40 and 320 bohr to numerical precision. The drift in the removal energy therefore belongs entirely to the charged calculation.

The third column does settle. A separate calculation with the open kernel gives $E_{\rm cut}=-1.87507$ hartree and $Q_2=-0.00653$ in atomic units. The $1/L$ coefficient is then $2\pi(-0.00653)=-0.0410$ hartree bohr, which gives $-0.00103$ hartree at $L=40$ bohr. The table entry lies 0.00104 hartree below $E_{\rm cut}$. What remains is $-1.335\times10^{-5}$ hartree at 40 bohr and $-3.3\times10^{-6}$ hartree at 80 bohr. The sign is the one required above, and the ratio of 4.02 agrees with a leading $L^{-2}$ remainder.

**Can the finite part serve as a removal energy?**

The author might now subtract the linear term and report

$$E_{\rm cut}-E_{\rm neutral}=-1.8751+2.1178=0.2427\ \text{hartree}.$$

This number no longer depends on $L$, but it does depend on a convention. The kernel $-2\pi|z|$ is zero at $z=0$. The kernel $-2\pi(|z|-b)$ produces the same fields, yet it adds

$$\frac A2\,\sigma^2(2\pi b)=\frac{\pi q^2b}{A}$$

to the energy. For $b=10$ bohr this is 0.079 hartree, a third of the reported number. An infinite plane offers no distant point of zero potential that would select one value of $b$.

The same limitation applies to a calculation in which the Coulomb kernel is cut off at $|z|=L/2$. If the charge extends over less than $L/2$, every pair of its points lies inside the cut-off and every periodic image outside it. Images and background are then gone. In the model, such calculations at $L=40$ and 80 bohr agree to the eight decimals printed. The method removes the dependence on the cell, but it does not supply the missing reference.

If the wanted quantity is the work function, the neutral slab provides it. For a slab with $p=0$, such as the model, the vacuum is free of field, so the mid-vacuum potential energy is a proper reference. A neutral slab with a dipole has a vacuum field of size $4\pi|p|/L$ in the periodic cell and two vacuum levels that differ by $4\pi|p|$; it needs a dipole correction and has one work function per face. At $L=40$ bohr the model gives $0.0019-(-0.2490)=0.2509$ hartree. With the open kernel this is the removal energy per electron in the limit of vanishing charge per area. The derivative $dE/dq$ at $q=0$ is minus the Fermi level, the open-kernel potential of a neutral symmetric slab is zero outside it, and the convention term $\pi q^2b/A$ has zero slope at $q=0$. In the periodic cell the same derivative is measured from the cell-averaged potential instead, and is 0.2490 hartree at $L=40$ bohr. The work function is a different quantity from the cost of removing one electron from every 400 bohr$^2$.

**What still converges**

Energy differences between two structures with equal $q$, $A$ and $L$ are sound, as long as the charge stays on the slab in both. The linear term cancels, and so does the convention-dependent constant. For symmetric slabs, with the origin at the centre, (6) gives the leading error $2\pi q\,\Delta Q_2/L$, where $\Delta Q_2$ is the difference in second moment. If either structure has $p\ne0$, the last term of (3) replaces this by $(2\pi A/L)\,\Delta(\sigma Q_2-p^2)$.

As an example, let the ion layer widen from 1.0 to 1.5 bohr at $q=+1$. The energy difference is $-0.02886$ hartree at $L=40$ bohr, $-0.03157$ at 160 bohr and $-0.03202$ at 320 bohr. The cut-off calculation gives $-0.03248$ hartree. The error at 40 bohr is thus 11% of the cut-off value. Because the error falls as $1/L$, two cells suffice to remove its leading part:

$$2(-0.03202)-(-0.03157)=-0.03247\ \text{hartree},$$

which agrees with the cut-off value to within the rounding.

The order of limits also matters. For one rigid, localized charge $q$ per cell, the linear term is proportional to $L/A$. If all edges grow together, with $L=\eta a$ and $A=a^2$, it becomes $\pi q^2\eta/(6a)$ and vanishes as $a$ grows. The cubic point-charge lattice shows this: by scaling, its energy is $-1.4186\,q^2/a$, which tends to zero. Growing the vacuum alone, starting from the cubic cell, makes the cell more elongated and the energy larger.

**A negative slab needs a further condition**

Equation (6) assumed that the charge stays on the slab. From (1), the potential difference between a thin sheet and mid-vacuum is

$$\phi(0)-\phi(L/2)=\sigma\left[\pi L-\frac{\pi L}{2}\right]=\frac{\pi\sigma L}{2}. \tag{7}$$

An electron has potential energy $-\phi$. For $\sigma>0$ its energy therefore rises by $\pi\sigma L/2$ on the way to mid-vacuum, and electrons are held on the slab. For $\sigma<0$ it falls by $\pi|\sigma|L/2$. In a sufficiently tall cell, mid-vacuum becomes a well that lies below the slab's Fermi level.

For $q=-1$ the fall is $0.00393\,L$ hartree, with $L$ in bohr. Equating it to the neutral work function gives the rough estimate $L\approx0.2509/0.00393\approx64$ bohr. This neglects the slab's thickness and the shift of its Fermi level on charging. In the self-consistent model, with orbitals confined to $|z|<10$ bohr, the crossing is found at 70 bohr on a 2-bohr scan. It marks where leakage becomes possible, not where it must occur, since a vacuum subband lies above the bottom of its well.

In a very tall cell the slab-bound state is no longer the ground state. To see this, leave the slab neutral and spread the excess electrons almost evenly over the vacuum, avoiding a region of fixed width $w$ around the slab. Apart from the neutral slab's own charge, that region contains background of density $|\sigma|/L$. Outside it, background and electrons nearly cancel. By Gauss's law and symmetry, the largest field from this imbalance is

$$4\pi\,\frac{|\sigma|}{L}\,\frac w2=\frac{2\pi|\sigma|w}{L}.$$

Its energy per area is at most

$$\frac{L}{8\pi}\left(\frac{2\pi|\sigma|w}{L}\right)^2=\frac{\pi\sigma^2w^2}{2L},$$

which vanishes as $L$ grows. The cross term with the neutral slab's short-ranged field also falls as $1/L$. Smoothing the edges of the electron layer over a fixed length does not change these powers, and the kinetic cost of the edges falls as $1/L$ because the density there does. With the excess electrons placed in one vacuum subband, what survives is the in-plane kinetic energy $A\pi\sigma^2/2=\pi/(2A)=0.0039$ hartree. The trial energy tends to $-2.1178+0.0039=-2.1139$ hartree.

At $L=160$ bohr the bound state is still lower, at $-2.167$ hartree against $-2.105$ for the spilled trial state. At 320 bohr the order is reversed: $-1.958$ against $-2.110$ hartree. On a 10-bohr scan the trial state first wins at 210 bohr. A trial energy is only an upper bound, and this one is crude, because it moves the whole excess charge off the slab. The ground state spills only part of it and leaves the slab-bound line much earlier. With orbitals free to use the whole cell, the same Hartree model begins to spill between 70 and 76 bohr. Its energy is $-2.226$ hartree at 160 bohr and $-2.193$ at 320 bohr, below both the bound and the trial values.

The linear law for a negative slab thus describes a state held on the slab, for example by a basis localized there. If the electrons are free to use the vacuum, the ground-state energy stays below a finite bound. That would not rescue the author's procedure, because the charge on the slab then depends on $L$. Let the slab keep a fraction $f$ of the excess, while the spilled electrons cancel the background beyond a distance $d$ from the slab. Neutrality of the inner region gives $f=2d/L$. The field $2\pi f|\sigma|$ falls linearly to zero over $d$, so the potential energy drops by $\pi f|\sigma|d=\pi|\sigma|f^2L/2$. Equating this drop to the work function gives $f\approx\sqrt{64/L}$, with $L$ in bohr. That is about 0.63 at 160 bohr and 0.45 at 320 bohr, against 0.65 and 0.45 in the self-consistent model with free orbitals. The slab approaches neutrality only slowly, and the cell no longer holds a slab of charge $q$.

**Recommendation**

The claim that vacuum converges the removal energy should be withdrawn, and the request for a cell taller than 80 bohr with it. The neutral calculation can stand. The charged one can support comparisons at equal $q$, $A$ and $L$, with the $1/L$ error removed. If a work function is wanted, it should be taken from the neutral slab. The numerical check accompanying this comment tests the formulas on rigid charges, on the point-charge lattice and on the self-consistent slab with confined orbitals.

## Computed values

```
Lateral area: 400 bohr^2; ion charge: 8 e
Well depth: 0.50 hartree; width: 2.0 bohr
Ion layer standard deviation: 1.0 bohr
Grid step: 0.25 bohr; orbital half-box: 10 bohr
Predicted slope, |q|=1: 0.00130900 hartree/bohr
Same slope: 0.06731 eV/angstrom
Computed slope, q=+1, L=160 to 320: 0.00130980 hartree/bohr
Neutral energy, L=40 bohr: -2.11777672 hartree
Neutral change, L=40 to 320: -5.3e-15 hartree
Neutral Fermi level: -0.24895 hartree
Neutral mid-vacuum level: 0.00190 hartree
Neutral subband gap: 0.29323 hartree
q=+1: L (bohr), E, E-linear, E-E_neutral (all hartree)
  40  -1.82375371  -1.87611358  0.29402302
  80  -1.77087070  -1.87559045  0.34690603
  160  -1.66589190  -1.87533141  0.45188482
  320  -1.45632349  -1.87520251  0.66145323
Cut-off energy, q=+1, L=40: -1.87507403 hartree
Cut-off energy, q=+1, L=80: -1.87507403 hartree
Second moment Q2, q=+1: -0.00653305 e
1/L coefficient, q=+1: -0.0410483 hartree bohr
Remainder after 1/L, L=40: -1.335e-05 hartree
Remainder after 1/L, L=80: -3.317e-06 hartree
Remainder ratio: 4.0234
Half-box 10 to 15 bohr, q=+1: -9.7e-07 hartree
Ion width 1.5 minus 1.0 bohr, q=+1: L (bohr), difference (hartree)
  40  -0.02885720
  80  -0.03066531
  160  -0.03157000
  320  -0.03202250
Cut-off structure difference: -0.03247510 hartree
q=-1: L (bohr), bound E, spilled trial E (hartree)
  80  -2.271059  -2.096221
  160  -2.167062  -2.105164
  320  -1.957985  -2.109529
Spilled trial limit: -2.113850 hartree
First L with mid-vacuum below Fermi: 70 bohr (step 2)
First L with spilled trial lower: 210 bohr (step 10)
Point lattice plane constant: -1.9501325 hartree bohr
Point charge, lateral edge a=1 bohr: L (bohr), Ewald E (hartree)
  1  -1.4186487
  2  -0.9029209
  3  -0.3793361
```
